# Why Relabelling Identical Atoms in One Endpoint Can Change a Migration Barrier

## Two atoms that cannot pass

Put two identical atoms $a$ and $b$ on a line, with a repulsion that diverges at contact. Initially $a$ is at $-\ell$ and $b$ at $0$. In the final structure the sites $0$ and $+\ell$ are occupied. There are two ways to say which atom is where:

- $B$: $a$ is at $+\ell$ and $b$ is at $0$. Atom $a$ has to pass through $b$, so the barrier is infinite.
- $PB$: $a$ is at $0$ and $b$ is at $+\ell$. Both atoms can shift together, $x_a=-\ell+t\ell$ and $x_b=t\ell$ with $0\le t\le1$. Their separation stays $\ell$, the repulsion does not change, and the barrier is finite if the site potential is finite.

The final structures are indistinguishable, yet one barrier is infinite and the other finite. The difference lies in the atom correspondence. In a plane, $a$ can go round $b$, and the infinite barrier becomes a finite price for the detour. The rest of these notes takes that price apart.

## What the labels do and do not change

Collect the coordinates in $R=(x_a,y_a,x_b,y_b)$, and let $P$ exchange the two atoms. Because they are identical, $V(PR)=V(R)$. Hence $V(PB)=V(B)$, although $B$ and $PB$ are different points of labelled configuration space.

For a path $R(t)$ from $A$ to $X$, the lowest possible barrier is

$$E(A\to X)=\min_{\text{paths}}\ \max_t V(R(t))-V(A).$$

Relabelling both endpoints changes nothing: $P$ turns each path from $A$ to $X$ into a path from $PA$ to $PX$ with the same energy at every $t$. Relabelling one endpoint poses a different problem, because the paths must now end at a different point.

A band calculation, such as the nudged elastic band, joins fixed labelled endpoints by a chain of images and relaxes it. It finds a path near its starting guess, so its barrier need not be the global minimum above.

## A planar model

Let $L=(0,0)$ be a lattice site and $I_\pm=(\pm0.20,\,0.09)$ nm two interstitial sites. The labelled states are

- $A$: $a$ at $I_-$, $b$ at $L$;
- $B$: $a$ at $I_+$, $b$ at $L$, the direct interstitial hop;
- $PB$: $a$ at $L$, $b$ at $I_+$, the interstitialcy hop, in which $a$ replaces $b$ and $b$ becomes the interstitial.

The host is frozen, and the energy has three parts:

$$V=V_{\rm well}+V_{\rm wall}+V_{\rm pair},$$

$$V_{\rm well}=-\sum_{i=a,b}\ \sum_{s=L,I_-,I_+}D_s\,e^{-|\mathbf r_i-\mathbf r_s|^2/2\sigma^2},$$

$$V_{\rm wall}=\frac{\kappa}{2}\sum_{i=a,b}(y_i-y_c)^2,\qquad V_{\rm pair}=w_0\,e^{-(r-r_0)/\rho},$$

with $r=|\mathbf r_a-\mathbf r_b|$. The round parameters are $D_L=2.5$ eV, $D_I=1.0$ eV, $\sigma=0.075$ nm, $\kappa=100$ eV/nm², $y_c=0.045$ nm, $w_0=0.10$ eV, $r_0=0.22$ nm and $\rho=0.035$ nm.

Two bands were started by linear interpolation from the relaxed $A$, with the same number of images and the same relaxation. Only the labels of the final state differed. The highest image was then refined to a stationary point:

- direct: $a=(0,\,0.108)$, $b=(0,\,-0.038)$ nm, barrier $1.532$ eV;
- interstitialcy: $a=(-0.080,\,0.020)$, $b=(0.080,\,0.020)$ nm, barrier $0.840$ eV.

Each point has one negative curvature. Displacing it both ways along that direction and relaxing leads to $A$ on one side and to the stated final state on the other.

## Why the direct path cannot avoid its barrier

Consider $q=x_a-x_b$. It is negative in $A$ and in $PB$, but positive in $B$. Since $q$ varies continuously, every path from $A$ to $B$ crosses the surface $q=0$. Its highest energy is at least the lowest energy on that surface:

$$E(A\to B)\ge\min_{x_a=x_b}V-V(A).$$

A numerical search over the surface puts its minimum at $1.532$ eV above $A$, equal to the direct saddle. Symmetry explains the agreement. The mirror $x\to-x$, applied to both atoms, leaves $V$ unchanged and reverses $q$. At $x_a=x_b=0$ the configuration is its own mirror image, so $\partial V/\partial q=-\partial V/\partial q=0$. The derivatives along the surface vanish because the point is a minimum there. All four derivatives are therefore zero. Since the downhill paths from this point reach $A$ and $B$, the lower bound is attained.

The interstitialcy band never meets the surface: its largest $q$ is $-0.16$ nm. It escapes the bound because the atoms keep their order, as they did on the line.

A search without bands gives the same picture. On a grid of spacing 0.02 nm in each coordinate, the energy level was raised until the endpoints became connected. This gave $1.546$ eV for $A\to B$ and $0.841$ eV for $A\to PB$.

## The three energy contributions

Insert the coordinates into the three parts of $V$. For the pair term at the direct saddle, $r=0.1082+0.0381=0.1463$ nm, so

$$V_{\rm pair}=0.10\,e^{(0.22-0.1463)/0.035}=0.82\ \text{eV}.$$

In $A$, $r=0.2235$ nm and $V_{\rm pair}=0.09$ eV. The pair contribution to the direct barrier is thus $0.82-0.09=0.73$ eV. The coordinates used here are rounded to four decimals, so the parts are given only to 0.01 eV.

For the wall at the same saddle,

$$V_{\rm wall}=50\,(0.0632^2+0.0831^2)=0.54\ \text{eV},$$

against $50\,(0.0297^2+0.0372^2)=0.11$ eV in $A$, a rise of $0.43$ eV. At the interstitialcy saddle, $r=2\times0.0803=0.1606$ nm gives $V_{\rm pair}=0.55$ eV, and the wall energy is $50\times2\times0.0252^2=0.06$ eV. The well terms follow from the Gaussian sums. All changes are relative to $A$, in eV, and the last column is the difference of the rounded entries:

| Part | Direct | Interstitialcy | Difference |
|---|---:|---:|---:|
| wells | 0.37 | 0.43 | −0.06 |
| wall | 0.43 | −0.05 | 0.48 |
| pair | 0.73 | 0.46 | 0.27 |
| total | 1.53 | 0.84 | 0.69 |

The wells slightly favour the direct hop. In this account the wall term makes up most of the difference: to pass, one atom is pushed up and the other down, away from the channel centre. In the interstitialcy saddle both atoms lie nearer the centre than in $A$, so the wall lowers that barrier. The closer approach in the direct saddle supplies the rest. The table splits energies at fixed geometries, not independent causes: it is the repulsion that forces the passing atoms away from the centre and so raises their wall energy.

The wall entries also tell how the barriers respond to a small change in the wall stiffness $\kappa$. Write $V_{\rm wall}=\kappa W(R)$. At a stationary point $R_*(\kappa)$,

$$\frac{d}{d\kappa}V(R_*,\kappa)=\nabla V\cdot\frac{dR_*}{d\kappa}+W(R_*)=W(R_*),$$

because $\nabla V=0$. Applying this at the saddle $S$ and at $A$ gives, to first order,

$$\delta E\approx\frac{\delta\kappa}{\kappa}\left[V_{\rm wall}(S)-V_{\rm wall}(A)\right].$$

For a wall 20% softer, the prediction is $-0.2\times0.43=-0.086$ eV for the direct hop and $-0.2\times(-0.05)=+0.010$ eV for interstitialcy. Relaxing the states again with the softer wall gives $1.446$ and $0.850$ eV, which are changes of $-0.086$ and $+0.010$ eV. Softening the host therefore need not lower every barrier.

## From barriers to rates

Take classical atoms of mass $m$ in thermal equilibrium, and assume that a trajectory crossing the dividing plane does not turn back. The mean one-way speed factor is $\sqrt{k_BT/2\pi m}$. Near $A$ there are four positive curvatures $\lambda_i$; at the saddle there are three, $\mu_j$, within the plane perpendicular to the unstable direction. Each Gaussian integral contributes $\sqrt{2\pi k_BT/\lambda_i}$ or $\sqrt{2\pi k_BT/\mu_j}$. Dividing three such factors by four gives

$$k=\sqrt{\frac{k_BT}{2\pi m}}\,\frac{1}{\sqrt{2\pi k_BT}}\sqrt{\frac{\prod_{i=1}^4\lambda_i}{\prod_{j=1}^3\mu_j}}\,e^{-E/k_BT}
=\frac{1}{2\pi\sqrt m}\sqrt{\frac{\prod_i\lambda_i}{\prod_j\mu_j}}\,e^{-E/k_BT}.$$

With the oxygen mass and $T=900$ K, $k_BT=0.07756$ eV. The rates are $1.5\times10^4$ s⁻¹ for the direct hop and $1.25\times10^8$ s⁻¹ for interstitialcy. Their ratio separates into

$$\frac{6.333}{5.755}\,e^{0.6923/0.07756}=1.10\times7.5\times10^3=8.3\times10^3.$$

Nearly all of it comes from the barriers; the prefactors add 10%.

If the labels are not observed, both channels produce the same structural change and their rates add. Here the direct channel supplies about $1.2\times10^{-4}$ of the sum. Computing the direct band alone would underestimate the hop rate by a factor of about $8\times10^3$. An isotope tracer can distinguish the channels: isotopes share the same $V$, to the accuracy of the Born–Oppenheimer approximation, but carry a physical label.

Within the model, three corrections are small on this scale; recrossing of the dividing plane is not evaluated. Replacing the harmonic integrals by numerical integrals of the full model potential changes each rate by less than 10%. The leading tunnelling correction is 0.25% for each. The zero-point shifts are $-0.006$ and $-0.012$ eV, against a barrier difference of $0.692$ eV. Used as bare barrier shifts they would raise the rates by 8% and 17%, but that overstates their effect at 900 K: quantum harmonic partition functions for the stable modes change each rate by less than 1%.

## When cheap hops can restore the labels

With two interstitial sites round $L$, each interstitialcy hop changes both the occupied interstitial site and the atom that occupies it. Such hops connect $A$ with $PB$, but cannot reach $B$.

Add a third site $I_3$ round $L$. First $a$ enters $L$ and pushes $b$ to $I_3$. Then $b$ returns to $L$ and pushes $a$ to $I_+$. The result is $B$, reached without a direct hop. If both steps have low barriers, the lowest pass from $A$ to $B$ is low as well. A band started on the direct route may still converge to the direct saddle. The labels then change the computed single-hop barrier, but not necessarily the lowest pass through the whole network.

## Choosing the correspondence

Distance between ideal sites is an uncertain guide. For $A\to B$, one atom moves 0.400 nm; for $A\to PB$, each moves 0.219 nm. The sum of squares is smaller for $PB$ ($0.096$ against $0.160$ nm²), while the sum of lengths is smaller for $B$ ($0.400$ against $0.439$ nm). For these ideal sites the two rules choose opposite labels. For the relaxed endpoints even this changes: the sum of lengths is then $0.424$ nm for $PB$ and $0.426$ nm for $B$, so both rules choose $PB$. Neither rule contains the barrier. Changing $\kappa$ alters the barriers and leaves the ideal-site distances untouched. The relaxed distances shift slightly: with the 20% softer wall the sum of lengths is $0.426$ nm for $PB$ and $0.425$ nm for $B$, so that rule returns to $B$, although the interstitialcy barrier is still lower by $0.6$ eV. The plausible correspondences therefore need separate bands, and each band may need more than one starting path.

## Beside a real oxide

The parameters are set in the rough regime of interstitial oxygen in a hafnium dioxide film, with site spacings of a few tenths of a nanometre, barriers of order one eV or below, and an anneal near 900 K. They are not fitted to that material. Real cations relax, which the frozen host forbids. The 20% softer wall, which shifts the barriers by $-0.09$ and $+0.01$ eV, shows how sensitive they are to the wall stiffness, but it does not estimate the effect of relaxation. Real atoms can also pass each other out of the plane. Suppose each atom gains a third coordinate $z$, with spherical wells and a confining energy $\tfrac12k_zz^2$. For $k_z=50$ eV/nm² the lower bound for the direct hop falls from $1.53$ to $1.40$ eV, while the interstitialcy barrier stays at $0.84$ eV. The size of the rate ratio therefore depends on the restriction to a plane. A more serious limit is the purely repulsive pair term. The saddle separations, 0.146 and 0.161 nm, are close to the length of an oxygen–oxygen single bond, roughly 0.15 nm. Two oxygen atoms may bond there, depending on their charge state. Without any repulsion both model barriers would fall below 0.1 eV, because the two atoms could share the site $L$; that shared state would then lie about $1.46$ eV below $A$ and act as a trap. Both barriers therefore rest on this assumption, and the ordering found here should not be carried over to the real oxide without an electronic-structure calculation. The numerical output lists the coordinates to four decimals, with the barriers and rates.

## Calculated quantities

```
well depths L, I: 2.50, 1.00 eV; width 0.075 nm
sites I-, L, I+: [-0.2   0.09], [0. 0.], [0.2  0.09] nm
wall stiffness 100 eV/nm^2; centre y = 0.045 nm
pair energy 0.10 eV at 0.22 nm; decay 0.035 nm
temperature 900 K; kT 0.07756 eV; mass 15.999 u
coordinates below: x_a y_a x_b y_b in nm
A : -0.2071 0.0747 0.0061 0.0078
B : 0.2071 0.0747 -0.0061 0.0078
PB: -0.0061 0.0078 0.2071 0.0747
energies A, B, PB: -3.31503, -3.31503, -3.31503 eV
ideal moves a,b for A to B: 0.4000, 0.0000 nm
ideal moves a,b for A to PB: 0.2193, 0.2193 nm
sum of lengths B, PB: 0.4000, 0.4386 nm
sum of squares B, PB: 0.1600, 0.0962 nm^2
--- direct ---
saddle: -0.0000 0.1082 0.0000 -0.0381
barrier: 1.5321 eV; flood search 1.546 eV
lowest two curvatures: -136.9, 126.4 eV/nm^2
harmonic prefactor: 5.755e+12 1/s
harmonic rate: 1.515e+04 1/s
full flux / harmonic rate: 1.063
Wigner tunnelling factor: 1.0025
tunnelling crossover temperature: 34.9 K
zero-point barrier shift: -0.0058 eV
barrier with 20% softer wall: 1.4457 eV
--- interstitialcy ---
saddle: -0.0803 0.0198 0.0803 0.0198
barrier: 0.8399 eV; flood search 0.841 eV
lowest two curvatures: -135.8, 184.2 eV/nm^2
harmonic prefactor: 6.333e+12 1/s
harmonic rate: 1.255e+08 1/s
full flux / harmonic rate: 1.026
Wigner tunnelling factor: 1.0025
tunnelling crossover temperature: 34.8 K
zero-point barrier shift: -0.0120 eV
barrier with 20% softer wall: 0.8503 eV
--- comparison ---
lower bound from x_a = x_b: 1.5321 eV
largest x_a-x_b on interstitialcy band: -0.1605 nm
barrier difference: 0.6923 eV
rate ratio interstitialcy/direct: 8.280e+03
summed harmonic rate: 1.2548e+08 1/s
label classes with 2, 3 interstitial sites: 2, 1
```
